\section*{A large inverse participation ratio does not prove localization}

\section{The result}

For a normalized state with amplitude $\psi_i$ on atom $i$, the inverse participation ratio is
\begin{equation}
I(\psi)=\sum_i|\psi_i|^4,\qquad \sum_i|\psi_i|^2=1 .
\end{equation}
It belongs to a vector. A degenerate energy level does not have one vector but a whole space of them, and $I$ can differ greatly within that space. In the gap of the model network below, one 16-fold level contains an eigenvector with $I=0.756$, concentrated on one trap atom, and an eigenvector with $I=0.046$, spread over all 16 traps. Both have the same energy and solve the same eigenvalue equation.

What a large $I$ does prove can be stated in terms of the projector $P$ onto the level, which does not depend on the choice of basis:
\begin{equation}
\max_i P_{ii}^2\;\le\;\max_{\psi}I(\psi)\;\le\;\max_i P_{ii}. \label{bounds}
\end{equation}
A large $I$ shows that the level has a large weight $P_{ii}$ on some atom, so that a compact eigenvector exists. Whether the eigenstates remain compact is decided by the small terms that lift the degeneracy.

\section{Why the belief is tempting}

A state spread evenly over $M$ atoms has $|\psi_i|^2=1/M$ and $I=M(1/M)^2=1/M$. It is natural to read $1/I$ as the number of atoms occupied, and to call a gap state with $I$ near one localized. For a nondegenerate level $I$ is at least a definite number for the given sample and Hamiltonian, because the eigenvector is unique up to a phase. Even then $1/I$ counts atoms only if the occupied atoms carry equal weights: a state with half its weight on one atom and half spread over many has $I\approx1/4$.

Crystal waves also suggest that degeneracy is harmless. A running wave has equal weights on equivalent atoms. The standing wave made from the pair $\pm k$ has weights proportional to $\cos^2$. The averages of $\cos^4$ and $\cos^2$ are $3/8$ and $1/2$, apart from special $k$, so $I$ grows by $(3/8)/(1/2)^2=3/2$ and no more. For such a pair in a ring of 128 two-atom cells, $P_{ii}=1/128=0.0078$, and (\ref{bounds}) forbids a site-localized vector. A level of many distant, equivalent traps is different: its $P_{ii}$ is of order one.

\section{Proof of the bounds}

A vector in the level satisfies $\psi=P\psi$. With $P^2=P=P^\dagger$, the Cauchy--Schwarz inequality gives
\begin{equation}
|\psi_i|^2=|\langle i|P|\psi\rangle|^2\le\langle i|P^2|i\rangle\langle\psi|\psi\rangle=P_{ii}.
\end{equation}
Therefore $I=\sum_i|\psi_i|^2|\psi_i|^2\le\max_i|\psi_i|^2\sum_j|\psi_j|^2\le\max_iP_{ii}$. For the lower bound take $\phi=P|i\rangle/\sqrt{P_{ii}}$. Its norm is one, since $\langle i|P^2|i\rangle=P_{ii}$, and its amplitude on atom $i$ is $P_{ii}/\sqrt{P_{ii}}=\sqrt{P_{ii}}$. That atom alone contributes $P_{ii}^2$ to $I$.

\section{A network with a degenerate gap level}

Take a ring of $N=gL$ cells with atoms $A_j$ and $B_j$ and one orbital per atom. Strong bonds $v$ join $A_j$ to $B_j$, and weak bonds $w<v$ join $B_j$ to $A_{j+1}$. In every $L$-th cell a trap atom is attached to $B_j$ by a bond $\lambda$. All site energies are zero; spin and interactions are left out.

Every bond joins a $B$ atom to an $A$ or trap atom. Collect the amplitudes on $A$ and trap atoms in $x$ and those on $B$ atoms in $b$. The eigenvalue equations are
\begin{equation}
Tx=Eb,\qquad T^\dagger b=Ex ,
\end{equation}
where $T$ has $N$ rows and $N+g$ columns. The part of $T^\dagger b$ on the $A$ atoms is a sum of two vectors of lengths $v\|b\|$ and $w\|b\|$, so $\|T^\dagger b\|\ge(v-w)\|b\|$. Hence $T^\dagger b=0$ requires $b=0$, $T$ has rank $N$, and $Tx=0$ has $(N+g)-N=g$ independent solutions. There are exactly $g$ states at zero energy. For $E\ne0$, $TT^\dagger b=E^2b$ gives $|E|\ge v-w$, so these states lie in a gap. Random bond strengths keep the count as long as the weakest strong bond exceeds the strongest weak bond.

\section{Two eigenvectors of the same level}

At $E=0$ the equation on $B_j$ is
\begin{equation}
va_j+wa_{j+1}+\lambda p_j=0, \label{rec}
\end{equation}
with $a_j$ the amplitude on $A_j$ and $p_j$ that on the trap, if cell $j$ has one. Let only the trap at $j=0$ have amplitude, $p_0=1$, and define $r=-w/v$. Elsewhere $a_j=ra_{j+1}$, so $a_{-n}=r^na_0$. Going round the ring gives $a_1=a_{-(N-1)}=r^{N-1}a_0$. Equation (\ref{rec}) at $j=0$ then reads $a_0=r^Na_0-\lambda/v$, and
\begin{equation}
a_{-n}=-\frac{\lambda}{v}\,\frac{r^n}{1-r^N},\qquad 0\le n<N .
\end{equation}
For a long ring $r^N$ is negligible. With $c=(\lambda/v)^2$, the geometric sums are $\sum a^2=c/(1-r^2)$ and $\sum a^4=c^2/(1-r^4)$. Dividing the fourth-power sum by the squared norm gives
\begin{equation}
I_{\rm loc}=\frac{1+c^2/(1-r^4)}{[1+c/(1-r^2)]^2}. \label{loc}
\end{equation}

Now add the unnormalized orbitals of all traps $m$ with phases $e^{ikm}$, where $k=2\pi q/g$ and $q$ is an integer. At $n$ cells before trap $m$, with $0\le n<L$, the tails of traps $m,m+1,\dots$ add to
\begin{equation}
-\frac{\lambda}{v}\frac{e^{ikm}r^n}{1-r^N}\sum_{s=0}^{g-1}(e^{ik}r^L)^s
=-\frac{\lambda}{v}\frac{e^{ikm}r^n}{1-e^{ik}r^L},
\end{equation}
because $(e^{ik}r^L)^g=r^N$. Each of the $g$ segments contributes equally to the norm and to the fourth-power sum. With $C_k=c/|1-e^{ik}r^L|^2$,
\begin{equation}
I_k=\frac1g\,\frac{1+C_k^2(1-r^{4L})/(1-r^4)}{[1+C_k(1-r^{2L})/(1-r^2)]^2}. \label{ext}
\end{equation}
For well-separated traps $r^L\to0$ and $I_k\to I_{\rm loc}/g$.

\section{The numbers}

Let $v=1.00$ eV, $w=0.65$ eV, $\lambda=0.30$ eV, $g=16$ and $L=8$. With a cell length of 0.6 nm the traps are 4.8 nm apart. Then $c=0.09$, $r^2=0.4225$ and $r^4=0.1785$, so that
\begin{equation}
I_{\rm loc}=\frac{1+0.0081/0.8215}{(1+0.09/0.5775)^2}=\frac{1.0099}{1.3360}=0.756 .
\end{equation}
Equation (\ref{ext}) gives $I_0=0.0465$ at $k=0$. The ratio is 16.3, slightly above $g$ because neighbouring tails add in phase at $k=0$.

The largest $P_{ii}$ is 0.865, so the largest $I$ in the level lies between 0.749 and 0.865. A numerical search found 0.756, equal to three digits to the value of the compact orbital; the true maximum exceeds it by about $5\times10^{-5}$.

An eigensolver has no physical reason to prefer any of these vectors. When the same Hamiltonian was diagonalized after 20 random renumberings of its atoms, the largest ratio returned in a run varied from 0.259 to 0.755. The spectrum did not change. The range itself depends on the solver routine and on the renumberings drawn.

A typical random choice can be calculated. Write a random real vector of the level as $\psi_i=\mathbf b_i\cdot\mathbf u$, where $\mathbf u$ is a random unit vector in $g$ dimensions and $|\mathbf b_i|^2=P_{ii}$. Rotating two axes by $45^\circ$ must leave the average of $u_1^4$ unchanged:
\begin{equation}
\langle u_1^4\rangle=\tfrac14\left(2\langle u_1^4\rangle+6\langle u_1^2u_2^2\rangle\right)
\;\Rightarrow\;\langle u_1^4\rangle=3\langle u_1^2u_2^2\rangle .
\end{equation}
The average of $(\sum u_j^2)^2=1$ then gives $[3g+g(g-1)]\langle u_1^2u_2^2\rangle=1$, so $\langle u_1^4\rangle=3/[g(g+2)]$ and
\begin{equation}
\langle I\rangle=\frac{3}{g(g+2)}\sum_iP_{ii}^2=0.126 .
\end{equation}
Sampling 20,000 vectors also gave 0.126.

The ambiguity does not need a periodic network. With every host bond varied at random by up to 10\%, the level stays 16-fold. In one random sample, projecting single trap atoms onto it gives compact vectors with mean $I=0.749$; projecting their sum gives a spread-out vector with $I=0.046$.

\section{What selects the eigenstates}

For a weak perturbation $V$, the correct zeroth-order states are eigenvectors of $PVP$ within the level. Where eigenvalues of $PVP$ coincide, the choice stays open at this order. Multiplying $V$ by a small constant changes the eigenvalues of $PVP$ but not its eigenvectors. A term too small to matter for the energy can therefore decide between compact and extended states.

First shift all trap atoms equally by $\varepsilon$. This keeps the translation symmetry, so $PVP$ is diagonal in $k$, and
\begin{equation}
E_k=\varepsilon p_k,\qquad p_k=\frac1{1+C_k(1-r^{2L})/(1-r^2)},
\end{equation}
where $p_k$ is the weight on the trap atoms. To first order in $r^L$, $C_k\approx c(1+2r^L\cos k)$. With $Y=c/(1-r^2)$ this gives
\begin{equation}
E_k\approx\frac{\varepsilon}{1+Y}-2\tau\cos k,\qquad
\tau=\varepsilon\,\frac{Y r^L}{(1+Y)^2}.
\end{equation}
For $\varepsilon=100$ meV, $\tau\approx100\times0.156\times0.0319/1.336=0.37$ meV and the width is $4\tau\approx1.5$ meV. Full diagonalization gives 1.7 meV, hence an effective $\tau$ of 0.42 meV; the difference comes from higher orders in $\varepsilon$, since the formula for $p_k$ without the expansion in $r^L$ also gives 1.5 meV.

The lowest state, at $k=0$, is nondegenerate. Its ratio is 0.0465 for shifts of 1 meV and 0.001 meV alike, and 0.0450 at 100 meV. Doubling the ring to 32 traps at 100 meV halves it to 0.0225, as an extended state requires.

Next give the trap energies a random spread of 50 meV about the same mean. Neighbouring trap energies now typically differ by far more than $\tau$, so first-order mixing, of size $\tau$ divided by that difference, is small. Over eight samples each, the mean ratio is 0.711 for 16 traps and 0.710 for 32, with a sampling error of about 0.01; larger samples give 0.72 for both. Here the states are compact, and the evidence is the perturbation together with the size comparison.

The difference is visible in motion. An electron started in the compact orbital of the exactly degenerate network stays there. With equal shifts, the amplitude to remain is approximately, up to a phase and for many traps,
\begin{equation}
\frac1{2\pi}\int_0^{2\pi}e^{2i\tau t\cos k/\hbar}\,dk=J_0(2\tau t/\hbar),
\end{equation}
which first vanishes at $t=2.405\,\hbar/(2\tau)=1.89$ ps. At that time the calculated return probability is 0.0008 with equal shifts and about 0.95 on average with random energies (0.945 over eight samples, with a sampling error of about 0.015).

A small ratio can mislead too. Consider an open chain of traps with nearest-neighbour transfer $\tau$ and an energy spread of only $0.3\tau$. For 25 traps the mean $I$ is about 0.09 (0.088 over six samples), about 1.5 times the clean standing-wave value $1.5/26=0.058$. For 800 and 1600 traps it is close to 0.043 in both cases (0.0435 and 0.0422 over six samples). Extended states would have halved it. Near the middle of the band the states are localized on a length of roughly 90 traps, well above 25, which the short chain could not reveal.

\section{Amorphous phase-change memory}

The parameters are rough values in the regime of amorphous Ge--Sb--Te: a host gap of 0.70 eV and traps a few nanometres apart. The network is schematic and one-dimensional, not an atomistic model of the alloy. Equal trap energies are an assumption that a real glass does not satisfy. In the model, the ratio is 0.045 for the lowest state with equal trap energies, and about 0.7 on average over the trap states with a 50 meV spread.

The other omitted energies must be compared with the 1.7 meV trap band. Second-neighbour bonds of 50 meV between host atoms ($A$--$A$ and $B$--$B$), taken alone, give a band of 2.0 meV, comparable to that of the transfer already included. Together with the 100 meV shift they give 5.5 meV or 0.24 meV, depending on their sign, so the band width is known only to an order of magnitude. Bonds from a trap to its own second neighbours are not counted in this value and can change it considerably. At relative permittivity 15, a charged trap shifts the levels of the next two traps on one side by about 20 and 10 meV, which detunes them from each other by 10 meV, and a read field of 0.1 MV/cm detunes adjacent traps by 48 meV. Lattice relaxation is put at a rough 100 meV, and on-site repulsion at 240 meV from a crude continuum estimate. This is the bare repulsion; relaxation lowers it, and for defects in chalcogenide glasses the net value is often taken to be negative. The thermal energy at 300 K, 26 meV, also exceeds the band width. Thermally assisted hopping depends on the coupling to lattice vibrations, which is absent from the model, so it cannot be inferred from these static eigenvectors.

Real traps have random distances and neighbours in three dimensions. At a spacing of 1.2 nm the leading formula already gives $\tau\approx5$ meV, without any direct bond between traps, so some close pairs share a state; with the 50 meV spread this is only about one such pair in ten. For the spacing used here the energy spread is about 120 times the transfer produced by the assumed 100 meV shift; including the host second-neighbour bonds moves this ratio to about 40 or about 800, depending on their sign. In one dimension any random spread localizes the states, and the ratio decides whether they sit on a single trap. A ratio this large supports single-trap states in this example; a large $I$ from the degenerate calculation does not. The same caution applies to a nearly degenerate level whose splittings are smaller than the terms left out. The numerical output below lists the values used.

\section*{Computed results}
\begin{verbatim}
bonds v, w, lam: 1.00, 0.65, 0.30 eV
traps g: 16; cells per trap L: 8; atoms: 272
cell length: 0.6 nm; trap spacing: 4.8 nm
trap density 1/spacing^3: 9.04e+18 cm^-3
amplitude decay length of tail: 1.39 nm
host gap 2(v-w): 0.70 eV
nearest host level to trap level: 0.364 eV
largest |energy| in trap level: 2.4e-15 eV
overlap of neighbouring trap orbitals: 0.0043
IPR compact eigenvector: 0.7559
IPR extended eigenvector, k=0: 0.04648
ratio compact/extended: 16.26
largest P_ii: 0.8652; its square: 0.7486
largest IPR found in the level: 0.7559
mean IPR random real vectors, formula: 0.1260
mean IPR random real vectors, sampled: 0.1263
solver, 20 renumberings, top IPR from 0.259 to 0.755
host wave pair: standing/running IPR: 1.5000
host wave pair: largest P_ii: 0.00781
10% random bonds: mean compact IPR: 0.7486
10% random bonds: spread-out IPR: 0.04604
equal shift 100 meV: band-edge IPR: 0.04495
equal shift 1 meV: band-edge IPR: 0.04648
equal shift 0.001 meV: band-edge IPR: 0.04648
trap band width at 100 meV shift: 1.675 meV
transfer = width/4: 0.419 meV
clean band-edge IPR, 32 traps: 0.02248
random trap energy spread (std): 50 meV
disordered mean IPR, 16 traps: 0.711
disordered mean IPR, 32 traps: 0.710
time of return test: 1.89 ps
return probability, exactly degenerate: 1.0000
return probability, equal shifts: 0.0008
return probability, random energies: 0.945
weak-disorder chain, spread/transfer: 0.3
  25 traps: mean IPR 0.0880, IPR x traps 2.20
  800 traps: mean IPR 0.0435, IPR x traps 34.81
  1600 traps: mean IPR 0.0422, IPR x traps 67.47
second-neighbour bond 50 meV: trap band width 1.999 meV
relative permittivity (rough input): 15
charged neighbour trap: 20.0 meV
on-site repulsion, rough, at 0.3 nm x IPR: 242 meV
read field 0.1 MV/cm, drop per spacing: 48.0 meV
thermal energy at 300 K: 25.9 meV
lattice relaxation (rough input): 100 meV
energy spread / transfer: 119
\end{verbatim}
